**Berry-phase winding of a translated ultrasoft atom, with full and truncated augmentation**

Moving the atoms of a one-dimensional chain through one period $a$ changes the Berry phase by $2\pi$ when the overlaps include the full augmentation term. Omitting that term also gives $2\pi$ but shifts the centre by $q(x_s-x_a)$, while keeping its charge without its position phase gives $2\pi(1-q)$ in the fine-mesh limit. Here $q$ is the augmentation charge, and $x_s$ and $x_a$ are the mean positions of the soft density and the augmentation density relative to the atom. The program solves the generalized eigenproblem in plane waves and asserts that its energies and centres agree with a separate solution for the true potential. It also asserts the windings, the centre errors against moments from quadrature, the finite-mesh correction of the full centre on four links, the link moduli, the symmetric-atom case and the unchanged winding of a dispersive band. For $q=0.447$ the output shows constant centre errors of 0.126 bohr (term omitted) and 0.052 bohr (point charge at the atom). With the position phase frozen, the phase changes by 3.480 rad on 16 links, against a limit of 3.476 rad.

## Program and output

```python
# Result under test: translating an ultrasoft atom by one period of a 1D chain
# changes the Berry phase by 2 pi when the overlaps carry the augmentation term.
# Omitting that term entirely keeps 2 pi but shifts the centre by q*(x_s - x_a);
# keeping its charge q without its position phase gives only 2 pi*(1 - q).
# Symbols (Hartree atomic units): psi true orbital, phi soft orbital,
# Q = psi^2 - phi^2, q = integral of Q, x_s and x_a = mean positions of phi^2
# and Q relative to the atom, tau = atom position, b = spacing of k points.
# Recipes for the augmentation form factor: full = integral of Q(x-tau)e^{-ibx},
# bare = 0, point = q e^{-ib tau}, frozen = q.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.constants import physical_constants

DECAY = 1.2          # 1/bohr
CORE = 1.5           # bohr
HEIGHT = 0.6         # core bump relative to the soft orbital
BARRIER = 1.0        # hartree, raises the local potential in the core
ENERGY = -DECAY**2 / 2
RECIPES = ("full", "bare", "point", "frozen")


def in_core(poly, x):
    return np.where(np.abs(x) < CORE, poly(x / CORE), 0.0)


def make_atom(tail_bias, core_bias):
    window = Polynomial([1.0, 0.0, -1.0])**6
    bump = HEIGHT * window * Polynomial([1.0, core_bias])
    bump_dd = bump.deriv(2) / CORE**2

    def soft(x):
        return np.exp(tail_bias * np.tanh(DECAY * x)) / np.cosh(DECAY * x)

    def soft_curvature(x):          # phi'' / phi
        t = np.tanh(DECAY * x)
        s2 = 1 / np.cosh(DECAY * x)**2
        slope = DECAY * (-t + tail_bias * s2)
        return slope**2 - DECAY**2 * s2 * (1 + 2 * tail_bias * t)

    def v_local(x):
        return (ENERGY + soft_curvature(x) / 2
                + BARRIER * in_core(window, x))

    def v_true(x):
        top = soft(x) * soft_curvature(x) + in_core(bump_dd, x)
        return ENERGY + top / (2 * (soft(x) + in_core(bump, x)))

    h = 0.005
    x = h * np.arange(-4000, 4001)
    true_orb = soft(x) + in_core(bump, x)
    assert true_orb.min() > 0       # nodeless, hence the true ground state
    scale = 1 / np.sqrt(h * np.sum(true_orb**2))
    dens = (scale * true_orb)**2
    dens_soft = (scale * soft(x))**2
    aug = dens - dens_soft
    q = h * aug.sum()
    weight = h * np.sum(BARRIER * in_core(window, x) * dens_soft)
    mean = h * np.sum(x * dens)
    inside = np.abs(x) < CORE
    s = x[inside]
    beta = BARRIER * in_core(window, s) * scale * soft(s) / weight
    return dict(v_local=v_local, v_true=v_true, h=h, s=s, beta=beta,
                aug=aug[inside], q=q, D=-weight + ENERGY * q, mean=mean,
                x_s=h * np.sum(x * dens_soft) / (1 - q),
                x_a=h * np.sum(x * aug) / q,
                third=h * np.sum((x - mean)**3 * dens))


def chain_links(atom, tau, period, nk, nmax, ultrasoft=True):
    """Lowest band; returns energies, soft overlaps and projector products."""
    m = np.arange(-nmax, nmax + 1)
    ngrid = 1024
    x = period * np.arange(ngrid) / ngrid
    v = atom["v_local"] if ultrasoft else atom["v_true"]
    pot = sum(v(x - tau - r * period) for r in range(-4, 5))
    vg = np.fft.fft(pot) / ngrid
    vmat = vg[(m[:, None] - m[None, :]) % ngrid]
    energies, coeffs, projs = [], [], []
    for j in range(nk):
        kg = 2 * np.pi / period * (m + j / nk)
        ham = np.diag(kg**2 / 2) + vmat
        over = np.eye(len(m), dtype=complex)
        bk = np.zeros(len(m), dtype=complex)
        if ultrasoft:
            waves = np.exp(-1j * np.outer(kg, tau + atom["s"]))
            bk = atom["h"] / np.sqrt(period) * (waves @ atom["beta"])
            proj = np.outer(bk, bk.conj())
            ham = ham + atom["D"] * proj
            over = over + atom["q"] * proj
        e, c = eigh(ham, over, subset_by_index=[0, 0])
        energies.append(e[0])
        coeffs.append(c[:, 0])
        projs.append(np.vdot(bk, c[:, 0]))
    coeffs.append(np.append(coeffs[0][1:], 0))   # periodic gauge closes the loop
    projs.append(projs[0])
    soft = np.array([np.vdot(coeffs[j], coeffs[j + 1]) for j in range(nk)])
    pair = np.array([np.conj(projs[j]) * projs[j + 1] for j in range(nk)])
    return np.array(energies), soft, pair


def form_factor(atom, tau, b, recipe):
    if recipe == "full":
        return atom["h"] * np.sum(atom["aug"] * np.exp(-1j * b * (tau + atom["s"])))
    return {"bare": 0.0, "point": atom["q"] * np.exp(-1j * b * tau),
            "frozen": atom["q"]}[recipe]


def berry(links):
    return -np.angle(np.prod(links))


def track(atom, period, nk, nmax, steps):
    """Continuous Berry phases while the atom moves through one period."""
    taus = period * np.arange(steps + 1) / steps
    b = 2 * np.pi / (period * nk)
    phases = {r: [] for r in RECIPES}
    sizes = {r: [] for r in RECIPES}
    bands = []
    for tau in taus:
        e, soft, pair = chain_links(atom, tau, period, nk, nmax)
        bands.append(e)
        for r in RECIPES:
            links = soft + pair * form_factor(atom, tau, b, r)
            phases[r].append(berry(links))
            sizes[r].append(np.mean(np.abs(links)))
    return (taus, {r: np.unwrap(phases[r]) for r in RECIPES},
            {r: np.mean(sizes[r]) for r in RECIPES}, np.array(bands))


A, NK, NMAX = 16.0, 16, 40
TAIL, LEAN = 0.2, -1.5
atom = make_atom(TAIL, LEAN)
q, x_s, x_a, mean = (atom[n] for n in ("q", "x_s", "x_a", "mean"))
taus, phase, size, bands = track(atom, A, NK, NMAX, 16)
centre = {r: A * phase[r] / (2 * np.pi) for r in RECIPES}
wind = {r: phase[r][-1] - phase[r][0] for r in RECIPES}

# The ultrasoft band reproduces the level for which the atom was built.
assert np.max(np.abs(bands - ENERGY)) < 1e-5

# Separate solution with the true potential: same energy, same centre.
true_gap = 0.0
for i in (0, 3, 7):
    e_true, links_true, _ = chain_links(atom, taus[i], A, NK, 80, ultrasoft=False)
    assert np.max(np.abs(e_true - bands[i])) < 1e-5
    x_true = A * berry(links_true) / (2 * np.pi)
    true_gap = max(true_gap, abs(x_true - centre["full"][i]))
assert true_gap < 1e-5

# Winding of the covariant recipes.
for r in ("full", "bare", "point"):
    assert abs(wind[r] - 2 * np.pi) < 1e-5

# Centres against moments; the finite k mesh leaves errors of order b^2.
err_bare, err_point = q * (x_s - x_a), -q * x_a
assert np.max(np.abs(centre["full"] - taus - mean)) < 1e-4
assert np.max(np.abs(centre["bare"] - centre["full"] - err_bare)) < 1e-4
assert np.max(np.abs(centre["point"] - centre["full"] - err_point)) < 1e-4
frozen_law = -q * (taus + x_a)
frozen_dev = np.max(np.abs(centre["frozen"] - centre["full"] - frozen_law))
assert frozen_dev < 0.03            # cubic in tau, falls as b^2
assert min(abs(err_bare), abs(err_point)) > 0.01

# Frozen phase: remove the b^2 error by combining two meshes.
_, phase8, _, _ = track(atom, A, 8, NMAX, 16)
wind8 = phase8["frozen"][-1] - phase8["frozen"][0]
wind_limit = (4 * wind["frozen"] - wind8) / 3
assert abs(wind_limit - 2 * np.pi * (1 - q)) < 2e-3
assert abs(np.exp(1j * wind["frozen"]) - 1) > 0.1

# Finite-mesh correction of the full centre on a coarse mesh.
nk4 = 4
b4 = 2 * np.pi / (A * nk4)
_, soft4, pair4 = chain_links(atom, 0.0, A, nk4, NMAX)
x4 = A * berry(soft4 + pair4 * form_factor(atom, 0.0, b4, "full")) / (2 * np.pi)
mesh_pred = -b4**2 * atom["third"] / 6
assert abs((x4 - mean) / mesh_pred - 1) < 0.05

# Link modulus exposes the charge missing from the bare recipe.
assert abs(size["full"] - 1) < 1e-3 and abs(size["bare"] - (1 - q)) < 1e-3

# Inversion-symmetric atom: bare and point recipes give the right centre.
even = make_atom(0.0, 0.0)
_, soft_e, pair_e = chain_links(even, 3.0, A, NK, NMAX)
b = 2 * np.pi / (A * NK)
even_x = {r: A * berry(soft_e + pair_e * form_factor(even, 3.0, b, r)) / (2 * np.pi)
          for r in RECIPES}
assert max(abs(even_x[r] - 3.0) for r in ("full", "bare", "point")) < 1e-5
assert abs(even_x["frozen"] - 3.0 * (1 - even["q"])) < 1e-2

# Short period: the band disperses, yet the winding is unchanged.
A_SHORT = 5.0
t5, phase5, _, bands5 = track(atom, A_SHORT, 8, 15, 8)
width5 = np.ptp(bands5[0])
assert width5 > 0.01
wind5 = {r: phase5[r][-1] - phase5[r][0] for r in RECIPES}
for r in ("full", "bare", "point"):
    assert abs(wind5[r] - 2 * np.pi) < 1e-5
shift5 = (phase5["bare"] - phase5["full"]) * A_SHORT / (2 * np.pi)
assert np.ptp(shift5) < 1e-5

ANG = physical_constants["Bohr radius"][0] * 1e10
print(f"decay constant {DECAY} 1/bohr, core radius {CORE} bohr")
print(f"tail bias {TAIL}, core bias {LEAN}, bump height {HEIGHT} (no unit)")
print(f"core barrier {BARRIER} hartree, period {A} bohr, links {NK}")
print(f"level built in: {ENERGY:.6f} hartree")
print(f"ultrasoft band, mean over k and tau: {bands.mean():.6f} hartree")
print(f"nonlocal strength D: {atom['D']:.5f} hartree (beta in bohr^-1/2)")
print(f"augmentation charge q: {q:.5f} electrons")
print(f"soft mean x_s: {x_s:.5f} bohr")
print(f"augmentation mean x_a: {x_a:.5f} bohr")
print(f"true centre relative to atom mu: {mean:.5f} bohr")
print(f"third cumulant: {atom['third']:.5f} bohr^3")
print(f"largest centre gap, ultrasoft vs true potential: {true_gap:.1e} bohr")
print("tau and centres in bohr: tau, full, bare, point, frozen")
for i in (0, 4, 8, 12, 16):
    print(f"{taus[i]:6.2f} " + " ".join(f"{centre[r][i]:9.4f}" for r in RECIPES))
for r in RECIPES:
    print(f"phase change, {r}: {wind[r]:.5f} rad; "
          f"ion plus electron charge pumped: {1 - wind[r] / (2 * np.pi):.5f} e")
print(f"2 pi: {2 * np.pi:.5f} rad")
print(f"frozen phase change, 8 links: {wind8:.5f} rad")
print(f"frozen phase change, extrapolated: {wind_limit:.5f} rad")
print(f"2 pi (1-q): {2 * np.pi * (1 - q):.5f} rad")
for r, law in (("bare", err_bare), ("point", err_point)):
    seen = np.mean(centre[r] - centre["full"])
    print(f"centre error, {r}: tracked {seen:.5f} bohr, formula {law:.5f} bohr"
          f" = {law * ANG:.5f} angstrom")
print(f"frozen error at tau = a: tracked "
      f"{centre['frozen'][-1] - centre['full'][-1]:.4f} bohr, "
      f"formula {frozen_law[-1]:.4f} bohr")
print(f"mean link modulus: full {size['full']:.5f}, bare {size['bare']:.5f}")
print(f"4-link centre shift: found {x4 - mean:.3e} bohr, "
      f"cumulant {mesh_pred:.3e} bohr")
print(f"symmetric atom at 3 bohr, q = {even['q']:.5f} electrons; centres in bohr:")
print("  " + ", ".join(f"{r} {even_x[r]:.5f}" for r in RECIPES))
print(f"period {A_SHORT} bohr: band width {width5:.4f} hartree")
print(f"  phase change full {wind5['full']:.5f} rad, bare {wind5['bare']:.5f} rad")
print(f"  constant bare centre error {shift5.mean():.5f} bohr")
print("done: every assertion held")
```

Running it gives:

```
decay constant 1.2 1/bohr, core radius 1.5 bohr
tail bias 0.2, core bias -1.5, bump height 0.6 (no unit)
core barrier 1.0 hartree, period 16.0 bohr, links 16
level built in: -0.720000 hartree
ultrasoft band, mean over k and tau: -0.720000 hartree
nonlocal strength D: -0.60243 hartree (beta in bohr^-1/2)
augmentation charge q: 0.44678 electrons
soft mean x_s: 0.16521 bohr
augmentation mean x_a: -0.11586 bohr
true centre relative to atom mu: 0.03963 bohr
third cumulant: 0.09566 bohr^3
largest centre gap, ultrasoft vs true potential: 2.4e-11 bohr
tau and centres in bohr: tau, full, bare, point, frozen
  0.00    0.0396    0.1652    0.0914    0.0914
  4.00    4.0396    4.1652    4.0914    2.3043
  8.00    8.0396    8.1652    8.0914    4.5183
 12.00   12.0396   12.1652   12.0914    6.7344
 16.00   16.0396   16.1652   16.0914    8.9536
phase change, full: 6.28319 rad; ion plus electron charge pumped: 0.00000 e
phase change, bare: 6.28319 rad; ion plus electron charge pumped: 0.00000 e
phase change, point: 6.28319 rad; ion plus electron charge pumped: 0.00000 e
phase change, frozen: 3.48019 rad; ion plus electron charge pumped: 0.44611 e
2 pi: 6.28319 rad
frozen phase change, 8 links: 3.49358 rad
frozen phase change, extrapolated: 3.47573 rad
2 pi (1-q): 3.47601 rad
centre error, bare: tracked 0.12558 bohr, formula 0.12557 bohr = 0.06645 angstrom
centre error, point: tracked 0.05177 bohr, formula 0.05176 bohr = 0.02739 angstrom
frozen error at tau = a: tracked -7.0860 bohr, formula -7.0967 bohr
mean link modulus: full 0.99989, bare 0.55313
4-link centre shift: found -1.536e-04 bohr, cumulant -1.537e-04 bohr
symmetric atom at 3 bohr, q = 0.45418 electrons; centres in bohr:
  full 3.00000, bare 3.00000, point 3.00000, frozen 1.63738
period 5.0 bohr: band width 0.0154 hartree
  phase change full 6.28319 rad, bare 6.28319 rad
  constant bare centre error 0.12583 bohr
done: every assertion held
```
